When a finite grain-size window favours polar HfO2, part 1

(Sections cited here and not found follow in the second part.)

## I. The inequality and its proof

### A case that can be seen through

Consider three HfO2 grains with the same shape, the same volume and the same number of formula units. One is monoclinic (m), one is polar orthorhombic (o) and one is tetragonal (t). Let the monoclinic phase have the lowest bulk energy and the highest surface energy, and the tetragonal phase the lowest surface energy. Suppose that the surface energy of the polar phase lies halfway between the other two.

The surface cost of the polar grain is then the average of the surface costs of the other two grains, whatever the grain size. The average total energy of m and t can differ from the energy of o through the bulk terms alone. Measure bulk energies from that of m, and call them Δ_o and Δ_t per formula unit. Then, at every size,

(average energy of m and t) − (energy of o) = Δ_t/2 − Δ_o.

If Δ_o is at least Δ_t/2, the polar grain is never below this average. The lower of two numbers cannot exceed their average, so at every size m or t is at least as stable as o. There is no polar window.

If Δ_o is less than Δ_t/2, look at the size where m and t have equal energies. Their average is then their common energy, and o lies below it. The polar phase is the most stable one at that size and, because the energies vary continuously, at neighbouring sizes too.

In this special case the polar phase must therefore cost less than half the tetragonal bulk energy. It is not enough that it lies between the other phases in both bulk and surface energy. For a general polar surface energy, one half is replaced by another fraction, which the theorem below supplies.

### Energies and assumptions

Let u_i be the bulk energy per formula unit of phase i, and σ_i the mean energy per unit area of its surface or interface. The following assumptions define the model.

1. The phases are compared at equal numbers N of formula units and equal grain shape.
2. The volume v per formula unit is the same in the three phases. This is relaxed in the second half.
3. The energies u_i and σ_i do not depend on grain size. Energies of edges and corners are left out.
4. The monoclinic phase has strictly the lowest bulk energy.
5. The polarization charge of the o phase is fully compensated, so that no depolarization energy appears. This too is relaxed in the second half.

For a grain embedded in a film, σ_i refers to the change of one grain while its neighbours stay as they are. If neighbouring grains transform together, a shared boundary must be counted once and divided between them.

A grain of volume V and surface area A has the energy

E_i = N u_i + σ_i A.

Since V = N v, the number of formula units is N = V/v. Dividing the energy by N gives

e_i = E_i/N = u_i + σ_i A/N = u_i + v σ_i A/V.

With the area-to-volume ratio x = A/V, this becomes

e_i(x) = u_i + v σ_i x.

Each phase is thus a straight line in x. Its intercept is the bulk energy and its slope is vσ_i. Large grains lie near x = 0, and small grains lie at large x. For a sphere of diameter d, A = πd² and V = πd³/6, so

x = πd²/(πd³/6) = 6/d.

The bulk energy differences are

Δ_o = u_o − u_m,  Δ_t = u_t − u_m.

Assumption 4 says that both are positive. It does not say which of them is larger.

The polar phase is called stable at x if e_o(x) is strictly less than both e_m(x) and e_t(x). A finite window means that the set of all such x > 0 is a non-empty interval with a positive lower end and a finite upper end. In terms of diameter, the polar phase then loses to another phase in sufficiently large grains and also in sufficiently small ones.

### Two pairwise comparisons

**Lemma 1 (polar against monoclinic).** If σ_o ≥ σ_m, the polar phase is above the monoclinic phase at every x > 0. If σ_o < σ_m, the polar phase is lower precisely when x > x_mo, where

x_mo = Δ_o/[v(σ_m − σ_o)].

Proof. Subtract the two energies:

e_o − e_m = u_o − u_m + v(σ_o − σ_m)x
= Δ_o − v(σ_m − σ_o)x.

If σ_o ≥ σ_m, the last term, with its minus sign, is zero or positive. The difference is then at least Δ_o, which is positive. If σ_o < σ_m, the difference is negative when

v(σ_m − σ_o)x > Δ_o.

Division by the positive factor v(σ_m − σ_o) preserves the direction of the inequality and gives x > x_mo. This proves the lemma.

The polar phase pays a bulk cost Δ_o and recovers surface energy. The recovery exceeds the cost once the grain has enough surface for its volume.

**Lemma 2 (polar against tetragonal).** If σ_o > σ_t, the polar phase is lower than the tetragonal phase precisely when x < x_ot, where

x_ot = (Δ_t − Δ_o)/[v(σ_o − σ_t)].

This leaves a range of positive x only if Δ_t > Δ_o. If σ_o ≤ σ_t, the set of positive x where o is below t is either empty or has no upper end.

Proof. The energy difference is

e_o − e_t = u_o − u_t + v(σ_o − σ_t)x
= −(Δ_t − Δ_o) + v(σ_o − σ_t)x.

Suppose first that σ_o > σ_t. The difference is negative when

v(σ_o − σ_t)x < Δ_t − Δ_o,

and division by the positive factor v(σ_o − σ_t) gives x < x_ot. A positive x can satisfy this only if x_ot > 0, which means Δ_t > Δ_o.

If σ_o = σ_t, the difference is −(Δ_t − Δ_o) at every x. The polar phase is then lower either at all sizes or at none.

If σ_o < σ_t, the condition that the difference be negative reads

v(σ_t − σ_o)x > Δ_o − Δ_t.

Every sufficiently large x satisfies it, so the set has no upper end. This proves the lemma.

### The theorem

**Theorem.** Under the five assumptions, the polar phase has a finite stability window if and only if

σ_t < σ_o < σ_m

and

(u_o − u_m)/(u_t − u_m) < (σ_m − σ_o)/(σ_m − σ_t).

The window is then x_mo < x < x_ot.

Proof that the conditions are necessary. Suppose that a finite window exists. The polar phase beats m somewhere, so Lemma 1 requires σ_o < σ_m, and o beats m for all x > x_mo.

The window also has a finite upper end. Beyond x_mo the monoclinic phase cannot supply that end, so the tetragonal phase must do so. By Lemma 2 this requires σ_o > σ_t and Δ_t > Δ_o. The polar phase is then stable where both x > x_mo and x < x_ot hold. Such an x exists only if x_mo < x_ot.

To rewrite this condition, set

p = σ_m − σ_o,  q = σ_o − σ_t.

Both are positive, and their sum is

p + q = σ_m − σ_o + σ_o − σ_t = σ_m − σ_t.

The condition x_mo < x_ot is

Δ_o/(v p) < (Δ_t − Δ_o)/(v q).

Multiplication by the positive quantity v p q gives

Δ_o q < (Δ_t − Δ_o)p.

Adding Δ_o p to both sides gives

Δ_o(p + q) < Δ_t p.

Finally, division by the positive quantity Δ_t(p + q) gives

Δ_o/Δ_t < p/(p + q).

This is the stated inequality.

Proof that the conditions are sufficient. Let the surface ordering and the inequality hold. Then p and q are positive, so p/(p + q) is less than one. The inequality gives Δ_o < Δ_t, and hence x_ot > 0. Each algebraic step above used a positive factor or added the same term to both sides, so the steps can be reversed to give x_mo < x_ot. Lemmas 1 and 2 then show that o is stable exactly for x_mo < x < x_ot. Since Δ_o > 0, the lower end x_mo is positive. The upper end is finite because σ_o > σ_t. This proves the theorem.

The bulk ordering u_o < u_t is not a separate condition, because it follows from the inequality. The converse fails: the orderings u_m < u_o < u_t and σ_t < σ_o < σ_m can both hold without any polar window.

An exact enumeration shows the difference. The two bulk differences and the three slopes were each given the integer values from 1 to 6, which makes 7776 cases. The most stable phase was found directly from the energies on both sides of every crossing. A finite polar window appeared in 131 cases, and these were the cases selected by the theorem. Another 169 cases had both orderings but no window. These counts describe the chosen integers and are not probabilities for real materials.

### The chord and the energy margin

Define the fraction

r = (σ_m − σ_o)/(σ_m − σ_t).

When σ_t < σ_o < σ_m, r lies between zero and one. It measures how far the polar surface energy has moved from the monoclinic value towards the tetragonal one. Solving the definition for σ_o gives

σ_o = σ_m − r(σ_m − σ_t)
= (1 − r)σ_m + rσ_t.

The theorem now reads Δ_o < rΔ_t. On a plot of bulk energy against surface energy, the straight chord from m to t has the height rΔ_t above u_m at the abscissa σ_o. The polar point must lie below this chord. The opening example is the case r = 1/2.

**Lemma 3 (largest advantage).** Let σ_t < σ_o < σ_m, and define

w = rΔ_t − Δ_o.

The advantage of o over the more stable of m and t is at most w. It equals w at the size where m and t have equal energies, and at no other size.

Proof. Form the average of m and t with weights 1 − r and r, and subtract the energy of o:

(1 − r)e_m + r e_t − e_o
= (1 − r)u_m + r u_t − u_o + v[(1 − r)σ_m + rσ_t − σ_o]x.

The square bracket vanishes by the expression for σ_o. In the bulk part, insert u_t = u_m + Δ_t and u_o = u_m + Δ_o:

(1 − r)u_m + r(u_m + Δ_t) − u_m − Δ_o = rΔ_t − Δ_o = w.

The weighted average therefore lies above e_o by the same amount w at every size. The lower of e_m and e_t cannot exceed this average. Since both weights are positive, it equals the average only when e_m = e_t. This proves the lemma.

The m–t crossing follows from

u_m + vσ_m x = u_t + vσ_t x.

Moving the terms with x to one side gives

x_mt = Δ_t/[v(σ_m − σ_t)].

When w > 0, o is stable at this crossing, so x_mt lies inside the polar window. The polar phase thus takes over the range of sizes around the point where m and t would otherwise exchange stability. When w = 0, all three energies meet at x_mt and no strict window is left.

The margin also fixes the width of the window in x. With p and q as above,

x_ot − x_mo = (Δ_t − Δ_o)/(v q) − Δ_o/(v p)
= [(Δ_t − Δ_o)p − Δ_o q]/(v p q)
= [Δ_t p − Δ_o(p + q)]/(v p q).

Since r = p/(p + q), the last numerator equals (p + q)w. Hence

x_ot − x_mo = (σ_m − σ_t)w/[v(σ_m − σ_o)(σ_o − σ_t)].

At fixed surface energies and fixed v, the width in x is proportional to w. The width in diameter is not, because d is inversely proportional to x.

**Lemma 4 (additional energies).** Let each phase acquire a size-independent energy g_i per formula unit, and let m remain strictly the lowest in bulk. The margin becomes

w′ = w + (1 − r)g_m + r g_t − g_o.

Proof. The additions change Δ_t to Δ_t + g_t − g_m and Δ_o to Δ_o + g_o − g_m. Therefore

w′ = r(Δ_t + g_t − g_m) − (Δ_o + g_o − g_m)
= w + r g_t − r g_m − g_o + g_m
= w + (1 − r)g_m + r g_t − g_o.

This proves the lemma. If o alone is penalized by g_o ≥ 0, the window stays open while g_o < w and closes when g_o = w.

### Limits and failures of the conditions

As Δ_o approaches zero with the other energies fixed, x_mo approaches zero, and the polar phase survives to ever larger grains. As σ_o approaches σ_t from above with Δ_o < Δ_t, x_ot grows without limit, and the lower diameter limit tends to zero. As σ_o approaches σ_m from below, r tends to zero. The polar phase then gains too little surface energy to repay a fixed positive Δ_o, and the window closes before σ_o reaches σ_m.

If σ_o is below both σ_m and σ_t, the polar phase is stable for all sufficiently large x. It then has a stability range, but not a finite window, since no smallest grain size bounds it. That conclusion belongs to the continuum model and cannot be carried down to grains of a few formula units.

At fixed bulk energies and fixed σ_m and σ_t, the inequality can be solved for the polar surface energy. Multiplication by σ_m − σ_t gives

σ_m − σ_o > (Δ_o/Δ_t)(σ_m − σ_t),

and therefore

σ_o < σ_m − (Δ_o/Δ_t)(σ_m − σ_t).

A finite window also requires σ_o > σ_t. With equal volumes, only differences of surface energy enter these conditions, so an equal change of all three σ_i leaves the window where it was.

## II. Grain diameters and neglected energies

### Symbols and results carried over

The index i stands for m, o or t. The bulk energy per formula unit is u_i, the surface energy per area is σ_i, and v is the volume per formula unit. The differences Δ_o = u_o − u_m and Δ_t = u_t − u_m are positive. At area-to-volume ratio x, the energy is e_i = u_i + vσ_i x. With σ_t < σ_o < σ_m, the fraction r and the margin w are

r = (σ_m − σ_o)/(σ_m − σ_t),  w = rΔ_t − Δ_o.

A finite polar window exists when w > 0, and it runs from x_mo to x_ot. The largest advantage of o over its better rival is w, reached where m and t have equal energies. If the phases acquire additional energies g_i and m stays lowest in bulk, w changes by (1 − r)g_m + r g_t − g_o.

### Spherical grains

The polar phase has a finite stability window exactly when σ_t < σ_o < σ_m and Δ_o < rΔ_t, and its largest advantage over the better rival is the margin w. It remains to turn the window into grain diameters and to see how unequal volumes, grain shape, depolarization, strain and temperature change it.
